# Voltage lost to depletion in an n-type polysilicon gate: test program

```python
"""Voltage lost in an n-type polysilicon gate under a depleting oxide field.

Result under test (Fermi-Dirac electrons, fully ionised donors):
    V = V_dep + vt*(Nc/N)*[F_3/2(eta) - F_3/2(eta - V/vt)]
    V_dep = D^2/(2 q eps_s N),  F_1/2(eta) = N/Nc
D: displacement in the oxide, N: donor density, vt: kT/q,
Nc: effective density of states, eps_s: silicon permittivity,
F_j: Fermi integral normalised by 1/Gamma(j+1).
The formula is compared with a finite-difference solution of
Poisson's equation. SI units are used internally.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma

temperature = 300.0
donors = 1e26
band_density = 2.8e25
oxide_field = 5e8
eps_ox = 3.9 * epsilon_0
eps_s = 11.7 * epsilon_0
oxide_thickness = 2e-9
vt = k_B * temperature / q

# Substituting energy = s^2 makes the integrand smooth and even in s.
s_step = 0.02
s_grid = np.arange(0.0, 9.0 + s_step / 2, s_step)


def fermi(order, eta):
    weights = 2 * s_step * s_grid ** int(round(2 * order + 1))
    weights[0] *= 0.5
    eta = np.asarray(eta, dtype=float)
    return expit(eta[..., None] - s_grid**2) @ weights / gamma(order + 1)


def solve_poisson(density, density_slope, surface_field):
    """Newton solution of u'' = q(N-n(u))/eps_s, u'(0) = -surface_field."""
    x = np.linspace(0.0, 12e-9, 1201)
    h = x[1] - x[0]
    scale = h**2 * q / eps_s
    u = np.zeros_like(x)
    for _ in range(200):
        residual = -scale * (donors - density(u))
        residual[1:-1] += u[:-2] - 2 * u[1:-1] + u[2:]
        residual[0] += 2 * u[1] - 2 * u[0] + 2 * h * surface_field
        residual[-1] = u[-1]
        bands = np.zeros((3, x.size))
        bands[0, 1:] = 1.0
        bands[0, 1] = 2.0
        bands[1] = -2.0 + scale * density_slope(u)
        bands[1, -1] = 1.0
        bands[2, :-1] = 1.0
        bands[2, -2] = 0.0
        change = solve_banded((1, 1), bands, -residual)
        u += change
        if np.max(np.abs(change)) < 1e-10:
            return x, u
    raise RuntimeError("Poisson iteration did not converge")


# Depletion estimate
displacement = eps_ox * oxide_field
silicon_field = displacement / eps_s
width = displacement / (q * donors)
v_dep = displacement**2 / (2 * q * eps_s * donors)

# Fermi-Dirac first integral
eta = brentq(lambda y: float(fermi(0.5, y)) - donors / band_density, -5, 20)
prefactor = vt * band_density / donors
f_bulk = float(fermi(1.5, eta))


def right_side(v):
    return v_dep + prefactor * (f_bulk - float(fermi(1.5, eta - v / vt)))


ceiling = v_dep + prefactor * f_bulk
v_gate = brentq(lambda v: v - right_side(v), v_dep, ceiling, xtol=1e-13)
step_one = right_side(ceiling)
step_two = right_side(step_one)
v_reverse = brentq(lambda v: v - right_side(v), -0.3, 0.0, xtol=1e-13)


def boltzmann_voltage(v_thermal):
    return brentq(lambda v: v - v_dep - v_thermal * (1 - np.exp(-v / v_thermal)),
                  v_dep, v_dep + 1.01 * v_thermal, xtol=1e-13)


v_boltz = boltzmann_voltage(vt)

# Fermi integrals against quadrature in the energy variable
for order in (0.5, 1.5):
    for level in (eta, eta - v_gate / vt):
        direct = mp.quad(lambda t: t**order / (1 + mp.exp(t - level)),
                         [0, 2, 6, 20, 80]) / mp.gamma(order + 1)
        assert abs(float(direct) / float(fermi(order, level)) - 1) < 1e-8


def n_fd(u):
    return band_density * fermi(0.5, eta - u / vt)


def slope_fd(u):
    return -band_density * fermi(-0.5, eta - u / vt) / vt


# Grid error is of order h^2*q*N/(12*eps_s), a few microvolts.
grid_tolerance = 2e-5
x, u = solve_poisson(n_fd, slope_fd, silicon_field)
assert abs(u[0] - v_gate) < grid_tolerance
assert v_dep < u[0] < ceiling
_, u_reverse = solve_poisson(n_fd, slope_fd, -silicon_field)
assert abs(u_reverse[0] - v_reverse) < grid_tolerance

# Nondegenerate statistics, at the true and at a tenfold smaller vt
boltz_numeric = []
for v_thermal in (vt, vt / 10):
    _, u_b = solve_poisson(
        lambda w: donors * np.exp(-w / v_thermal),
        lambda w: -donors * np.exp(-w / v_thermal) / v_thermal,
        silicon_field)
    assert abs(u_b[0] - boltzmann_voltage(v_thermal)) < grid_tolerance
    boltz_numeric.append(u_b[0])
assert abs(boltz_numeric[1] - v_dep) < 0.15 * abs(boltz_numeric[0] - v_dep)

# Charge centroid from the numerical profile
n_profile = n_fd(u)
charge = q * (donors - n_profile)
centroid = np.trapezoid(x * charge, x) / np.trapezoid(charge, x) \
    if hasattr(np, "trapezoid") else \
    np.trapz(x * charge, x) / np.trapz(charge, x)
assert abs(centroid * silicon_field / v_gate - 1) < 1e-3
assert centroid > width / 2

# Electrons remaining at the surface and at the nominal depletion edge
n_surface = float(n_fd(np.array(v_gate)))
n_edge = float(np.interp(width, x, n_profile))
assert n_surface < n_edge < donors

# Holes, estimated with a round 1.0 eV gap and the same state density
hole_surface = band_density * np.exp(-1.0 / vt - eta + v_gate / vt)
assert hole_surface < 1e-10 * donors

oxide_drop = oxide_field * oxide_thickness
print(f"temperature: {temperature:.0f} K")
print(f"thermal voltage kT/q: {vt*1e3:.3f} mV")
print(f"donor density N: {donors*1e-6:.2e} cm^-3")
print(f"effective density of states Nc: {band_density*1e-6:.2e} cm^-3")
print(f"oxide field: {oxide_field*1e-8:.2f} MV/cm")
print(f"relative permittivity, oxide: {eps_ox/epsilon_0:.1f}")
print(f"relative permittivity, silicon: {eps_s/epsilon_0:.1f}")
print(f"displacement D: {displacement*1e2:.4f} uC/cm^2")
print(f"uncovered sheet density D/q: {displacement/q*1e-4:.4e} cm^-2")
print(f"silicon surface field: {silicon_field*1e-8:.4f} MV/cm")
print(f"depletion width W: {width*1e9:.4f} nm")
print(f"depletion estimate V_dep: {v_dep:.5f} V")
print(f"V_dep/vt: {v_dep/vt:.3f}")
print(f"N/Nc: {donors/band_density:.4f}")
print(f"reduced Fermi level eta: {eta:.4f}")
print(f"F_3/2(eta): {f_bulk:.4f}")
print(f"prefactor vt*Nc/N: {prefactor*1e3:.4f} mV")
print(f"largest possible correction: {prefactor*f_bulk:.5f} V")
print(f"upper bound on V_p: {ceiling:.5f} V")
print(f"first substitution: {step_one:.5f} V")
print(f"second substitution: {step_two:.5f} V")
print(f"F_3/2 at surface: {float(fermi(1.5, eta-v_gate/vt)):.5f}")
print(f"gate loss V_p, Fermi-Dirac: {v_gate:.5f} V")
print(f"gate loss V_p, converted: {v_gate*1e3:.1f} mV")
print(f"V_p from numerical Poisson solution: {u[0]:.5f} V")
print(f"gate loss, Boltzmann: {v_boltz:.5f} V")
print(f"Boltzmann numerical, vt: {boltz_numeric[0]:.5f} V")
print(f"Boltzmann numerical, vt/10: {boltz_numeric[1]:.5f} V")
print(f"V_dep shortfall relative to V_p: {100*(1-v_dep/v_gate):.1f} %")
print(f"surface electron density / N: {n_surface/donors:.4f}")
print(f"electron density at x=W / N: {n_edge/donors:.4f}")
print(f"half depletion width W/2: {width*5e8:.4f} nm")
print(f"charge centroid: {centroid*1e9:.4f} nm")
print(f"surface hole density / N: {hole_surface/donors:.1e}")
print(f"reversed field, signed u(0): {v_reverse:.5f} V")
print(f"oxide thickness for comparison: {oxide_thickness*1e9:.1f} nm")
print(f"oxide voltage drop: {oxide_drop:.3f} V")
print(f"V_p / oxide drop: {100*v_gate/oxide_drop:.1f} %")
print("done: every assertion held")
```

Output:

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
donor density N: 1.00e+20 cm^-3
effective density of states Nc: 2.80e+19 cm^-3
oxide field: 5.00 MV/cm
relative permittivity, oxide: 3.9
relative permittivity, silicon: 11.7
displacement D: 1.7266 uC/cm^2
uncovered sheet density D/q: 1.0776e+13 cm^-2
silicon surface field: 1.6667 MV/cm
depletion width W: 1.0776 nm
depletion estimate V_dep: 0.08980 V
V_dep/vt: 3.474
N/Nc: 3.5714
reduced Fermi level eta: 2.4786
F_3/2(eta): 5.6921
prefactor vt*Nc/N: 7.2386 mV
largest possible correction: 0.04120 V
upper bound on V_p: 0.13101 V
first substitution: 0.13047 V
second substitution: 0.13046 V
F_3/2 at surface: 0.07570
gate loss V_p, Fermi-Dirac: 0.13046 V
gate loss V_p, converted: 130.5 mV
V_p from numerical Poisson solution: 0.13046 V
gate loss, Boltzmann: 0.11536 V
Boltzmann numerical, vt: 0.11536 V
Boltzmann numerical, vt/10: 0.09239 V
V_dep shortfall relative to V_p: 31.2 %
surface electron density / N: 0.0209
electron density at x=W / N: 0.5813
half depletion width W/2: 0.5388 nm
charge centroid: 0.7827 nm
surface hole density / N: 5.8e-17
reversed field, signed u(0): -0.08983 V
oxide thickness for comparison: 2.0 nm
oxide voltage drop: 1.000 V
V_p / oxide drop: 13.0 %
done: every assertion held
```
